# Film and target composition in the Berg model of reactive sputtering: a numerical check

```python
# Berg model of reactive sputtering, equal sticking on target and collector.
# Result under test: the film is richer in compound than the target surface
# exactly when  r > (Ym - Yc)/(s + Yc) = (Ym/Yc - 1)(1 - theta_t).
#   r        collector area / target area
#   Ym, Yc   metal atoms sputtered per ion from metal / from compound
#   s        compound units formed by gas per ion on a bare metal target
#   theta_t, theta_c   compound fraction of target surface / of film
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def target_fraction(s, yc):
    """Root of the target balance: formation = removal."""
    return brentq(lambda x: s * (1 - x) - yc * x, 0, 1, xtol=1e-14)


def film_fraction(compound_in, metal_in, gas_rate):
    """Root of the film balance: landed + formed = buried compound."""
    def surplus(x):
        return compound_in + gas_rate * (1 - x) - x * (compound_in + metal_in)
    return brentq(surplus, 0, 1, xtol=1e-14)


def film_on(r, s, ym, yc, theta_t, sticking_ratio=1.0):
    return film_fraction(yc * theta_t, ym * (1 - theta_t),
                         r * s * sticking_ratio)


def numerical_threshold(s, ym, yc, theta_t, reference=None,
                        sticking_ratio=1.0):
    """Area ratio at which the film fraction equals the reference."""
    ref = theta_t if reference is None else reference
    return brentq(lambda r: film_on(r, s, ym, yc, theta_t,
                                    sticking_ratio) - ref, 0, 1e4)


def simulate(r, s, ym, yc, seed, separate_atoms=False, events=1_000_000):
    """Random site-by-site sputtering, landing, burial and gas reaction."""
    rng = np.random.default_rng(seed)
    n_target = 200
    n_film = r * n_target
    target, film = bytearray(n_target), bytearray(n_film)
    draw = (rng.random(events) * (ym + s + r * s)).tolist()
    t_site = rng.integers(0, n_target, events).tolist()
    f_site = rng.integers(0, n_film, events).tolist()
    x_site = rng.integers(0, n_film, events).tolist()
    burn_in = events // 10
    covered = covered_sum = buried = buried_compound = 0
    for step in range(events):
        k, i, j = draw[step], t_site[step], f_site[step]
        if step >= burn_in:
            covered_sum += covered
        if k < ym:                        # an ion strikes the target
            unit = target[i]
            if unit:
                if k >= yc:               # compound survives this ion
                    continue
                target[i] = 0
                covered -= 1
            if step >= burn_in:           # the landing unit buries a site
                buried += 1
                buried_compound += film[j]
            if separate_atoms:
                film[j] = 0
                if unit:                  # reactive atoms land elsewhere
                    film[x_site[step]] = 1
            else:
                film[j] = unit
        elif k < ym + s:                  # gas reaches the target
            if not target[i]:
                target[i] = 1
                covered += 1
        else:                             # gas reaches the film
            film[j] = 1
    mean_target = covered_sum / (events - burn_in) / n_target
    return mean_target, buried_compound / buried


# ---- inputs: rough values for aluminium in argon and oxygen ----
Ym, Yc, b, alpha = 0.6, 0.04, 1.5, 0.5
current_density = 10e-3            # A/cm2
area_t, area_c = 100.0, 1000.0     # cm2
argon_pressure = 3e-3              # Torr
temperature = 300.0                # K
pump_speed = 0.1                   # m3/s
ratio = area_c / area_t
ion_flux = current_density / const.e
mass_o2 = 2 * 15.999 * const.atomic_mass
kT = const.k * temperature
sccm = const.atm * 1e-6 / (const.k * 273.15) / 60   # molecules/s


def gas_flux(torr):
    """Oxygen molecules per cm2 and s at the given pressure."""
    return torr * const.torr / np.sqrt(2 * np.pi * mass_o2 * kT) * 1e-4


def s_of_pressure(torr):
    return 2 * alpha * gas_flux(torr) / (b * ion_flux)


# ---- threshold formula against numerical roots, random parameters ----
rng = np.random.default_rng(1)
for _ in range(200):
    yc = rng.uniform(0.02, 0.5)
    ym = yc * rng.uniform(1.2, 20)
    s = rng.uniform(0.005, 1.0)
    th = target_fraction(s, yc)
    found = numerical_threshold(s, ym, yc, th)
    assert abs(found - (ym - yc) / (s + yc)) < 1e-6 * (1 + found)
    assert abs(found - (ym / yc - 1) * (1 - th)) < 1e-6 * (1 + found)

# ---- ratio sufficient at all pressures, and its sharpness ----
r0 = Ym / Yc - 1
for s in np.geomspace(1e-3, 10, 60):
    th = target_fraction(s, Yc)
    assert film_on(r0, s, Ym, Yc, th) > th
th = target_fraction(1e-4, Yc)
assert film_on(0.99 * r0, 1e-4, Ym, Yc, th) < th
for s in (0.01, 0.1, 1.0):          # metal yield below compound yield
    th = target_fraction(s, 0.3)
    assert film_on(0.01, s, 0.2, 0.3, th) > th

# ---- crossover of the example ----
theta_x = 1 - ratio / r0
s_x = (Ym - Yc) / ratio - Yc
p_x = brentq(lambda p: s_of_pressure(p) - s_x, 1e-9, 1e-2, xtol=1e-16)
s_root = brentq(lambda s: film_on(ratio, s, Ym, Yc, target_fraction(s, Yc))
                - target_fraction(s, Yc), 1e-3, 1.0)
assert abs(s_root - s_x) < 1e-8
assert abs(target_fraction(s_root, Yc) - theta_x) < 1e-7

# ---- random simulation below, at and above the threshold ----
simulated = []
for r, seed in ((5, 11), (10, 12), (20, 13)):
    mt, mf = simulate(r, s_x, Ym, Yc, seed)
    expected = film_on(r, s_x, Ym, Yc, theta_x)
    assert abs(mt - theta_x) < 0.015 and abs(mf - expected) < 0.015
    simulated.append((r, mt, mf, expected))
assert simulated[0][2] < simulated[0][1] - 0.05
assert simulated[2][2] > simulated[2][1] + 0.05

# ---- compound leaving as separate atoms: threshold r* + theta_t ----
def film_atoms(r, s, th):
    metal = Yc * th + Ym * (1 - th)
    return brentq(lambda x: (Yc * th + r * s) * (1 - x) - x * metal, 0, 1,
                  xtol=1e-14)


s_high = 0.1
th_high = target_fraction(s_high, Yc)
_, atoms_mc = simulate(4, s_high, Ym, Yc, 14, separate_atoms=True)
atoms_balance = film_atoms(4, s_high, th_high)
assert abs(atoms_mc - atoms_balance) < 0.012
assert atoms_mc < th_high - 0.015   # whole units would give equality here
for s in (s_x, s_high):
    th = target_fraction(s, Yc)
    root = brentq(lambda r: film_atoms(r, s, th) - th, 0, 1e3)
    assert abs(root - ((Ym - Yc) / (s + Yc) + th)) < 1e-7
r_atoms = brentq(lambda r: film_atoms(r, s_x, theta_x) - theta_x, 0, 1e3)

# ---- collector sticking half that of the target ----
r_half = numerical_threshold(s_x, Ym, Yc, theta_x, sticking_ratio=0.5)
assert abs(r_half - 2 * ratio) < 1e-6

# ---- implanted oxygen ions and knock-in, depth-resolved target ----
# Oxygen share of the ions is taken as its share of the gas pressure.
implant = 2 / b * p_x / argon_pressure
depth_share = np.array([0.4, 0.3, 0.2, 0.1])


def depth_model(implant_rate, knock):
    def rates(_, c):
        speed = Yc * c[0] + Ym * (1 - c[0])
        below = np.append(c[2:], 0.0)
        surface = s_x * (1 - c[0]) - (Yc + knock) * c[0] + speed * c[1]
        source = (implant_rate + knock * c[0]) * depth_share
        return np.concatenate(([surface], speed * (below - c[1:]) + source))
    run = solve_ivp(rates, (0, 3000), np.zeros(5), method="LSODA",
                    rtol=1e-9, atol=1e-11)
    return run.y[:, -1]


knocked = depth_model(0.0, 0.01)
assert abs(knocked[0] - theta_x) < 1e-6 and knocked[1] > 1e-3
implanted = depth_model(implant, 0.01)
assert abs(implanted[0] - (s_x + implant) / (s_x + Yc)) < 1e-6
r_implant = numerical_threshold(s_x, Ym, Yc, implanted[0])
assert abs(r_implant - ratio * (1 + implant / s_x)) < 1e-3

# ---- racetrack: ion flux 2 j sin^2(pi x) across the target ----
x = (np.arange(2000) + 0.5) / 2000
profile = 2 * np.sin(np.pi * x) ** 2
local = s_x / (s_x + Yc * profile)
area_mean = local.mean()
current_mean = (profile * local).mean() / profile.mean()
assert abs(area_mean - np.sqrt(s_x / (s_x + 2 * Yc))) < 1e-9
assert abs(current_mean - s_x / Yc * (1 - area_mean)) < 1e-9
r_current = numerical_threshold(s_x, Ym, Yc, current_mean)
r_area = numerical_threshold(s_x, Ym, Yc, current_mean, area_mean)
assert abs(r_current - (Ym - Yc) * current_mean / s_x) < 1e-6

# ---- oxygen flow against pressure, first fold ----
def oxygen_flow(torr):
    s = s_of_pressure(torr)
    th = target_fraction(s, Yc)
    tc = film_on(ratio, s, Ym, Yc, th)
    taken = alpha * gas_flux(torr) * (area_t * (1 - th) + area_c * (1 - tc))
    return (taken + torr * const.torr * pump_speed / kT) / sccm


pressures = np.linspace(0.02, 12, 1200) * p_x
flows = np.array([oxygen_flow(p) for p in pressures])
falling = np.flatnonzero(np.diff(flows) < 0)
assert falling.size > 0
p_fold, flow_fold = pressures[falling[0]], flows[falling[0]]
assert p_fold > p_x

# ---- printed numbers ----
print("INPUTS (rough values, Al in Ar + O2)")
print(f"yield of metal Ym = {Ym} atoms/ion")
print(f"yield of compound Yc = {Yc} metal atoms/ion")
print(f"O atoms per compound unit b = {b}; sticking alpha = {alpha}")
print(f"ion current density = {current_density*1e3:.1f} mA/cm2")
print(f"ion flux j = {ion_flux:.3e} cm^-2 s^-1")
print(f"target area = {area_t:.0f} cm2, collector = {area_c:.0f} cm2")
print(f"area ratio r = {ratio:.1f}")
print(f"argon pressure = {argon_pressure:.1e} Torr")
print(f"gas temperature = {temperature:.0f} K")
print(f"pumping speed = {pump_speed*1e3:.0f} L/s")
print("THRESHOLD AND CROSSOVER")
print(f"ratio sufficient at all pressures r0 = {r0:.2f}")
print(f"collector area for r0 = {r0*area_t:.0f} cm2")
print(f"crossover s = {s_x:.4f} units/ion")
print(f"crossover theta_t = theta_c = {theta_x:.4f}")
print(f"crossover O2 flux = {gas_flux(p_x):.3e} cm^-2 s^-1")
print(f"crossover O2 pressure = {p_x:.3e} Torr")
print(f"crossover O2 flow = {oxygen_flow(p_x):.3f} sccm")
print(f"first fold: O2 pressure = {p_fold:.2e} Torr")
print(f"first fold: O2 flow = {flow_fold:.3f} sccm")
print("COMPOSITION AT r = 10: p(O2)/Torr, s, theta_t, theta_c, r*")
for p in (2e-6, p_x, 1e-5):
    s = s_of_pressure(p)
    th = target_fraction(s, Yc)
    tc = film_on(ratio, s, Ym, Yc, th)
    rs = numerical_threshold(s, Ym, Yc, th)
    print(f"  {p:.2e}  {s:.4f}  {th:.4f}  {tc:.4f}  {rs:.2f}")
print("RANDOM SIMULATION at crossover s:")
print("  r, theta_t sim., film sim., film from balance")
for r, mt, mf, expected in simulated:
    print(f"  {r:2d}  {mt:.3f}  {mf:.3f}  {expected:.3f}")
print("NEGLECTED EFFECTS: threshold ratio at crossover s")
print(f"model as stated: {numerical_threshold(s_x, Ym, Yc, theta_x):.2f}")
print(f"compound leaves as separate atoms: {r_atoms:.2f}")
print(f"collector sticking halved: {r_half:.2f}")
print(f"implanted O per ion i = {implant:.5f} units; i/s = {implant/s_x:.3f}")
print(f"with implanted oxygen: theta_t = {implanted[0]:.4f}")
print(f"with implanted oxygen: threshold {r_implant:.2f}")
print(f"racetrack area-mean theta_t = {area_mean:.4f}")
print(f"racetrack current-weighted theta_t = {current_mean:.4f}")
print(f"racetrack threshold, current-weighted: {r_current:.2f}")
print(f"racetrack threshold, area-mean: {r_area:.2f}")
print("SEPARATE ATOMS at s = 0.1, r = 4")
print(f"theta_t = {th_high:.4f}, film from balance = {atoms_balance:.4f}")
print(f"film simulated = {atoms_mc:.3f}")
print("verified")
```

Output:

```
INPUTS (rough values, Al in Ar + O2)
yield of metal Ym = 0.6 atoms/ion
yield of compound Yc = 0.04 metal atoms/ion
O atoms per compound unit b = 1.5; sticking alpha = 0.5
ion current density = 10.0 mA/cm2
ion flux j = 6.242e+16 cm^-2 s^-1
target area = 100 cm2, collector = 1000 cm2
area ratio r = 10.0
argon pressure = 3.0e-03 Torr
gas temperature = 300 K
pumping speed = 100 L/s
THRESHOLD AND CROSSOVER
ratio sufficient at all pressures r0 = 14.00
collector area for r0 = 1400 cm2
crossover s = 0.0160 units/ion
crossover theta_t = theta_c = 0.2857
crossover O2 flux = 1.498e+15 cm^-2 s^-1
crossover O2 pressure = 4.178e-06 Torr
crossover O2 flow = 1.344 sccm
first fold: O2 pressure = 1.52e-05 Torr
first fold: O2 flow = 2.106 sccm
COMPOSITION AT r = 10: p(O2)/Torr, s, theta_t, theta_c, r*
  2.00e-06  0.0077  0.1607  0.1415  11.75
  4.18e-06  0.0160  0.2857  0.2857  10.00
  1.00e-05  0.0383  0.4891  0.5677  7.15
RANDOM SIMULATION at crossover s:
  r, theta_t sim., film sim., film from balance
   5  0.289  0.177  0.176
  10  0.289  0.287  0.286
  20  0.289  0.437  0.436
NEGLECTED EFFECTS: threshold ratio at crossover s
model as stated: 10.00
compound leaves as separate atoms: 10.29
collector sticking halved: 20.00
implanted O per ion i = 0.00186 units; i/s = 0.116
with implanted oxygen: theta_t = 0.3189
with implanted oxygen: threshold 11.16
racetrack area-mean theta_t = 0.4082
racetrack current-weighted theta_t = 0.2367
racetrack threshold, current-weighted: 8.28
racetrack threshold, area-mean: 19.16
SEPARATE ATOMS at s = 0.1, r = 4
theta_t = 0.7143, film from balance = 0.6818
film simulated = 0.682
verified
```
